\section*{Bertaut's method: lattice energies from non-overlapping spherical charges}

\section{Why the point charges are replaced}

The electrostatic energy of a crystal of point ions has no absolutely convergent sum in either space. In real space the terms fall as $1/r$ while the number of ions in a shell grows as $r^2$, so the result depends on the order of summation. In reciprocal space each term carries $1/G^2$, the number of vectors in a shell grows as $G^2$, and the sum diverges because it contains the infinite self-energy of every point charge. Bertaut's method gives each ion a finite sphere of charge. The self-energy becomes finite and can be subtracted, and if the spheres do not overlap, the interaction energy is still that of points.

Let charges $q_i$ sit at distinct sites $\mathbf r_i$ in a cell of volume $V$ with lattice vectors $\mathbf L$ and reciprocal vectors $\mathbf G$. Write $\mathbf r_{ij}=\mathbf r_i-\mathbf r_j$ and $Q=\sum_i q_i$. Gaussian units are used; numerical results restore $k=e^2/4\pi\varepsilon_0=1.439965$ eV\,nm. The potential of a periodic unit charge is the zero-average solution of
\begin{equation}
-\nabla^2\psi=4\pi\Big[\sum_{\mathbf L}\delta(\mathbf r-\mathbf L)-\frac1V\Big],\qquad
\psi(\mathbf r)=\frac{4\pi}{V}\sum_{\mathbf G\neq0}\frac{e^{i\mathbf G\cdot\mathbf r}}{G^2}.
\label{psi}
\end{equation}
The background $-1/V$ cancels from the energy when $Q=0$; when $Q\ne0$ it is a physical part of the model. The energy per cell is
\begin{equation}
E=\tfrac12\sum_{i\ne j}q_iq_j\psi(\mathbf r_{ij})+\tfrac12\xi\sum_iq_i^2,\qquad
\xi=\lim_{r\to0}\Big[\psi(\mathbf r)-\frac1r\Big],
\label{E}
\end{equation}
where $\xi$ is the potential at an ion of unit charge due to its own images and background.

This choice also fixes the surface condition. The gradient of a periodic function averages to zero, so there is no macroscopic field. A large sphere built of whole neutral cells with dipole $\mathbf D$ has polarization $\mathbf D/V$ and depolarizing field $-4\pi\mathbf D/3V$. Its energy per cell is therefore higher by $\frac12\mathbf D\cdot4\pi\mathbf D/3V=2\pi D^2/3V$.

\section{Smearing without changing the interaction}

Let $\sigma(r)$ be a spherical charge of unit total, zero beyond radius $R$, with mean square radius $\langle r^2\rangle$. The condition on $R$ is that $2R$ does not exceed the shortest distance between any two ions, periodic images included.

Suppose $\nabla^2F=c$, a constant, inside a ball. Let $M(s)$ be the average of $F$ over a sphere of radius $s$ about the centre. By Gauss's theorem
\begin{equation}
\frac{dM}{ds}=\frac{1}{4\pi s^2}\oint\frac{\partial F}{\partial n}\,dS
=\frac{1}{4\pi s^2}\,\frac{4\pi s^3}{3}\,c=\frac{cs}{3},
\qquad M(s)=F(0)+\frac{cs^2}{6}.
\label{mean}
\end{equation}
Weighting with $\sigma$ adds $c\langle r^2\rangle/6$. The averaged function has the same Laplacian, so smearing the second partner adds the same amount again.

Away from its sources $\psi$ has $c=4\pi/V$ by \eqref{psi}. Two smeared ions sample $\psi$ within $2R$ of $\mathbf r_{ij}$, a region that contains no source in its interior. Denoting the average over both spheres by a double bracket,
\begin{equation}
\langle\langle\psi\rangle\rangle_{ij}=\psi(\mathbf r_{ij})+\kappa,\qquad
\kappa=2\,\frac{4\pi}{V}\,\frac{\langle r^2\rangle}{6}=\frac{4\pi\langle r^2\rangle}{3V}.
\label{pair}
\end{equation}
For an ion with itself, split $\psi=1/r+(\psi-1/r)$. The second part is regular out to the nearest image, has the same Laplacian and equals $\xi$ at the origin. Hence
\begin{equation}
\langle\langle\psi\rangle\rangle_{ii}=2u+\xi+\kappa,\qquad
u=\frac12\iint\frac{\sigma(r)\sigma(r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'.
\label{self}
\end{equation}
Adding \eqref{pair} and \eqref{self} with weights $\frac12q_iq_j$, the energy of the smeared crystal is
\begin{equation}
E_{\rm sm}=E+u\sum_iq_i^2+\tfrac12\kappa Q^2 .
\label{Esm}
\end{equation}

The same energy follows from the Fourier series. With $f(G)=\int\sigma e^{-i\mathbf G\cdot\mathbf r}d^3r$, which is real, smearing both partners multiplies each plane wave in \eqref{psi} by $f^2$. With $S(\mathbf G)=\sum_iq_ie^{-i\mathbf G\cdot\mathbf r_i}$ we have $\sum_{ij}q_iq_je^{i\mathbf G\cdot\mathbf r_{ij}}=|S|^2$. Solving \eqref{Esm} for $E$ gives
\begin{equation}
\boxed{E=\frac{2\pi}{V}\sum_{\mathbf G\ne0}\frac{|S(\mathbf G)|^2f(G)^2}{G^2}
-u\sum_iq_i^2-\frac{2\pi Q^2\langle r^2\rangle}{3V}}
\label{bertaut}
\end{equation}
The last term vanishes for a neutral cell.

The self-energy has two useful forms. Inserting $1/r=\int\frac{d^3G}{(2\pi)^3}\frac{4\pi}{G^2}e^{i\mathbf G\cdot\mathbf r}$ in \eqref{self} gives the first. The field energy, with $q(r)$ the charge enclosed within $r$ and field $q(r)/r^2$, gives the second:
\begin{equation}
u=\frac12\,\frac{4\pi\cdot4\pi}{8\pi^3}\int_0^\infty f^2dG=\frac1\pi\int_0^\infty f^2dG
=\frac12\int_0^R\frac{q(r)^2}{r^2}dr+\frac1{2R}.
\label{u}
\end{equation}

If a pair at distance $d<2R$ overlaps, its $1/r$ part is no longer reproduced. The free-space interaction of the two spheres is
\begin{equation}
w(d)=\frac2\pi\int_0^\infty f^2\,\frac{\sin Gd}{Gd}\,dG,
\label{overlap}
\end{equation}
and \eqref{bertaut} is then wrong by $q_iq_j[w(d)-1/d]$ for each such pair. More reciprocal vectors do not remove this error.

\section{Smoothness and the decay of the transform}

Project the sphere on an axis. At height $z$, with $s^2=\rho^2+z^2$ and $\rho\,d\rho=s\,ds$,
\begin{equation}
P(z)=2\pi\int_{|z|}^{R}\sigma(s)\,s\,ds,\qquad P'(z)=-2\pi z\,\sigma(|z|).
\label{P}
\end{equation}
Then $f=2\int_0^RP\cos Gz\,dz$. One integration by parts, with $P(R)=0$ and $\sin0=0$, gives
\begin{equation}
f(G)=\frac{4\pi}{G}\int_0^Rh(z)\sin Gz\,dz,\qquad h(z)=z\sigma(z).
\label{fh}
\end{equation}
For a polynomial $\sigma$, further integrations by parts give
\begin{equation}
\int_0^Rh\sin Gz\,dz=\Big[-\frac{h\cos Gz}{G}+\frac{h'\sin Gz}{G^2}
+\frac{h''\cos Gz}{G^3}-\cdots\Big]_0^R .
\label{parts}
\end{equation}
Two places can spoil the decay.

\emph{The edge.} If $\sigma$ vanishes as $(R-r)^m$, the first non-zero derivative of $h$ at $R$ is the $m$th. It enters \eqref{parts} with $G^{-(m+1)}$, so $f\sim G^{-(m+2)}$.

\emph{The centre.} At $z=0$ the sines vanish and the even derivatives remain. Here $h(0)=0$ but $h''(0)=2\sigma'(0)$, which adds $-8\pi\sigma'(0)/G^4$ to $f$. A cusp at the centre thus limits the decay to $G^{-4}$, however smooth the edge. The profile $(1-r/R)^3$ has an edge term $G^{-5}$ but decays as $G^{-4}$.

A polynomial in $r^2$ makes $h$ odd, all its even derivatives vanish at the centre, and the edge alone decides. Take $\sigma\propto(1-r^2/R^2)^m$ and $x=GR$. By \eqref{P}, $P\propto(1-z^2/R^2)^{m+1}$, so $f\propto I_{m+1}(x)$ with $I_n=\int_{-1}^1(1-t^2)^n\cos xt\,dt$. Differentiating $I_n$ and integrating by parts,
\begin{equation}
I_n'=-\int_{-1}^1t(1-t^2)^n\sin xt\,dt=-\frac{x}{2(n+1)}I_{n+1}.
\end{equation}
The spherical Bessel functions obey $j_{n+1}/x^{n+1}=-x^{-1}(j_n/x^n)'$, and $I_0=2\sin x/x=2j_0$. Hence $I_n\propto j_n/x^n$. Since $j_n\to x^n/(2n+1)!!$ at small $x$, the condition $f(0)=1$ fixes
\begin{equation}
f=(2m+3)!!\,\frac{j_{m+1}(x)}{x^{m+1}}\;\longrightarrow\;
(2m+3)!!\,\frac{\sin[x-(m+1)\pi/2]}{x^{m+2}}\quad(x\to\infty).
\label{family}
\end{equation}
The uniform sphere is $m=0$.

\section{From the transform to the energy error}

Keep the vectors with $G\le G_c$. The error is the omitted part,
\begin{equation}
\Delta=E-E(G_c)=\frac{2\pi}{V}\sum_{G>G_c}\frac{|S|^2f^2}{G^2}\ge0,
\label{Delta}
\end{equation}
so the truncated energy approaches $E$ from below. If $|f|\le CG^{-p}$, then since $|S|\le\sum_i|q_i|$ and the density of vectors is $V/8\pi^3$, $\Delta$ is bounded by a constant times $\int_{G_c}^\infty G^{2-2-2p}dG\propto G_c^{-(2p-1)}$. The number of vectors is $N\propto G_c^3$, so the bound falls as $N^{-(2p-1)/3}$.

The prefactor needs the average of $|S|^2$. Its cross terms contain $e^{i\mathbf G\cdot\mathbf r_{ij}}=\exp(2\pi i\sum_\alpha n_\alpha t_\alpha)$, with integers $n_\alpha$ labelling $\mathbf G$ and $t_\alpha$ the fractional coordinates of $\mathbf r_{ij}$. For distinct sites at least one $t_\alpha$ is not an integer. The geometric sum over that $n_\alpha$ stays bounded, and the average over many $\mathbf G$ vanishes. What remains is $\sum_iq_i^2$. Replacing the sum by an integral, for a tail that contains many vectors,
\begin{equation}
\Delta\simeq\frac{2\pi}{V}\sum_iq_i^2\,\frac{V}{8\pi^3}\int_{G_c}^\infty4\pi f^2dG
=\frac{\sum_iq_i^2}{\pi}\int_{G_c}^\infty f^2dG .
\label{tail}
\end{equation}
By \eqref{u} this is the missing tail of the self-energy. Stopping the integral in \eqref{u} at the same $G_c$ therefore cancels the mean error, at the price of losing the one-sided bound. For the family \eqref{family}, with $\sin^2$ replaced by $\frac12$ and $x_c=G_cR$,
\begin{equation}
\Delta\simeq\frac{[(2m+3)!!]^2}{2\pi(2m+3)}\,\frac{\sum_iq_i^2}{R\,x_c^{2m+3}} .
\label{law}
\end{equation}
At fixed $G_c$ this varies as $R^{-(2m+4)}$, so in this regime $R$ should be the largest allowed value.

Smoothness has a cost. For large $m$, $(1-r^2/R^2)^m\approx e^{-mr^2/R^2}$, whose transform is $e^{-x^2/4m}$. The charge contracts to a width of order $R/\sqrt m$, and \eqref{u} gives $u\approx\sqrt{m/2\pi}/R$, a limit approached slowly (14\% low at $m=6$, 5\% low at $m=20$). The transform becomes small only when $x$ exceeds a few times $\sqrt m$. A high $m$ thus pays when high accuracy is wanted.

\section{Rock salt}

Take NaCl as rigid ions of charge $\pm e$, with a rough lattice constant $a=0.56$ nm. The ion distance is $d=0.28$ nm, $R=d/2=0.14$ nm and $V=a^3/4$. With $\mathbf G=(2\pi/a)(h,k,l)$, $S=2$ when $h,k,l$ are all odd and $S=0$ when all are even. Put $n^2=h^2+k^2+l^2$, so that $x=\pi n/2$. A shell of $\nu$ odd vectors contributes $(k/a)\,8\nu f^2/(\pi n^2)$, where $k$ is again the Coulomb constant and not an index.

For $m=2$, $f=105j_3(x)/x^3$. The enclosed charge is $q(r)=(35t^3-42t^5+15t^7)/8$ with $t=r/R$, and \eqref{u} gives $u=350/(429R)=0.815851/R$.

\begin{center}
\begin{tabular}{rrrrr}
$n^2$ & $\nu$ & $x$ & $f$ & energy (eV)\\
3 & 8 & 2.721 & 0.6518 & 7.4176\\
11 & 24 & 5.210 & 0.1614 & 0.3722\\
19 & 24 & 6.847 & 0.0063 & 0.0003\\
27 & 32 & 8.162 & $-0.0215$ & 0.0036\\
35 & 48 & 9.293 & $-0.0127$ & 0.0014
\end{tabular}
\end{center}
The third shell is small because $f$ changes sign just beyond it. The self-energy is $2(0.815851)(1.439965)/0.14=16.7828$ eV, so five shells give
\begin{equation}
E\approx7.7951-16.7828=-8.9877\ \text{eV per formula unit}.
\end{equation}
The converged sum, taken with $m=6$ to $x=94$, is $-8.9873$ eV, or $-867$ kJ/mol. The five-shell value lies 0.4 meV below it, on the side required by \eqref{Delta}. The Madelung constant is $-Ed/k=1.74756$. Spheres 1.3 times too large, with $m=1$, would raise the energy by $0.0119\,k/a=0.031$ eV through \eqref{overlap}, with six overlapping contacts per cell.

The next table gives the exponent of $\Delta$, fitted by a straight line in logarithms over $15\le x_c\le50$, beside $2p-1$. It also gives the error at $x_c=20$ and the number of non-zero reciprocal vectors, including those with $S=0$, needed for relative errors of $10^{-2}$ and $10^{-5}$. The radius is the same throughout.

\begin{center}
\begin{tabular}{lrrrrr}
profile & fit & $2p-1$ & $\Delta$ (eV) & $N(10^{-2})$ & $N(10^{-5})$\\
$m=0$ & 3.01 & 3 & $1.2\times10^{-3}$ & 50 & $2.9\times10^4$\\
$m=1$ & 4.97 & 5 & $5.1\times10^{-5}$ & 8 & 1458\\
$m=2$ & 7.03 & 7 & $3.9\times10^{-6}$ & 50 & 530\\
$m=3$ & 8.97 & 9 & $6.6\times10^{-7}$ & 50 & 386\\
$(1-r/R)^3$ & 6.96 & 7 & $9.8\times10^{-5}$ & 88 & 2396
\end{tabular}
\end{center}
Equation \eqref{law} for $m=2$ gives $4.0\times10^{-6}$ eV at $x_c=20$, close to the summed value. The cusped profile follows the exponent 7 set by its centre, not the 9 that its edge would allow. For $m=6$ the two counts are 168 and 386: worse than $m=3$ at 1\% and equal to it at $10^{-5}$. Cutting the self-energy integral at $G_c$ leaves a median of 1\% ($m=0$) to 4\% ($m=3$) of $\Delta$ over the fitted range, although single cutoffs leave up to 15\% and 62\%. The gain needs a tail of many shells: for $3\le x_c\le10$ the median is 16\% to 61\%, and the corrected error can be several times $\Delta$.

The six-digit lattice sum is far finer than the ionic model. Real ions do overlap and repel. With $U=-A/d+B/d^n$ per formula unit, where $n$ is now the Born exponent and $A=1.74756\,k$, equilibrium gives $B/d^n=A/(nd)$ and $U''=(n-1)A/d^3$. Since $v=2d^3$, the bulk modulus is $K=vU''/(6d^2)^2=(n-1)A/18d^4$. A rough $K=25$ GPa gives $n=7.9$ and a repulsion of $1.14$ eV, 13\% of the Madelung energy and the largest correction found here. London's estimate $-\frac34\alpha^2I/r^6$ for six Cl--Cl pairs at $a/\sqrt2$, with a rough polarizability $\alpha=0.003$ nm$^3$ and excitation energy $I=10$ eV, gives $-0.11$ eV; the six shorter Na--Cl contacts, with a rough Na$^+$ polarizability of $1.4\times10^{-4}$ nm$^3$ and excitation energy 49 eV, give a further $-0.07$ eV or so. These terms cannot simply be added to the repulsion above, which was fitted to $d$ and $K$ without them: refitting with the Cl--Cl term included raises the repulsion to $1.24$ eV, and the total energy changes by only about $-0.005$ eV. The Debye zero-point energy, $\frac98k_B\Theta$ per atom with a rough $\Theta=300$ K, is 0.06 eV per formula unit of two atoms; the classical thermal energy $6k_BT$ at 300 K is 0.16 eV and is an alternative to it, not an addition. Static induced dipoles vanish because each site is a centre of inversion, where the electric field is zero.

\section{A charged supercell}

For one charge $q$ in a cubic cell of side $L$, \eqref{bertaut} with its last term gives $E=-1.41865\,q^2/L$. The sign and size can be understood by replacing each cube by a neutral sphere of the same volume, with radius $s=0.620L$ and no field outside. The attraction of the charge to its own background, $-3q^2/2s$, outweighs the background's self-energy, $3q^2/5s$, and the sum is $-0.9\,q^2/s=-1.45\,q^2/L$. Consider a defect of charge $e$ in a supercell with $L=2a=1.12$ nm, and screen the interaction by a uniform dielectric of rough permittivity 6. The spurious image energy is
\begin{equation}
-\frac{1.41865\times1.439965}{6\times1.12}=-0.304\ \text{eV},
\end{equation}
which must be subtracted to describe an isolated defect. If the defect charge is a sphere of rough r.m.s.\ radius 0.2 nm, \eqref{Esm} adds $\frac12\kappa e^2/6=0.014$ eV to the image energy, which becomes $-0.290$ eV. The estimate assumes that the defect charge fits inside the cell, that the ions relax around it, and that the static, macroscopic permittivity holds at these distances. If the ions are held fixed, only the smaller electronic permittivity screens the charge, and the image energy is larger in magnitude. The use of a macroscopic permittivity is doubtful in a cell only two lattice constants wide. In an electronic-structure calculation the screening charge and the alignment of the average potential with that of the perfect crystal also enter at order $L^{-3}$, so the 0.014 eV belongs to this uniform-dielectric model and is not the full term of that order.
